# The Born Effective Charge as Polarisation Response and Force Response, part 2

A voltage of 1 V across a polar gate oxide 5 nm thick displaces its ions, and displaced ions polarise the film. One charge, the Born effective charge, governs both effects. Here it is to be calculated for a model crystal.

The macroscopic field $\boldsymbol{\mathcal E}$ is the cell average of the electric field, $\mathbf P$ is the polarisation, $\mathbf D=\varepsilon_0\boldsymbol{\mathcal E}+\mathbf P$, and $\Omega$ is the cell volume. The elementary charge is $e>0$; $Z$ is a charge in coulombs, quoted in units of $e$. $\mathbf P$ is defined up to multiples of $e\mathbf R/\Omega$, with $\mathbf R$ a lattice vector. If atom $\kappa$ in every cell is displaced by $\mathbf u_\kappa$ and feels the force $\mathbf F_\kappa$, then, with Cartesian indices $\alpha,\beta$,

$$Z_{\kappa,\alpha\beta}\equiv\Omega\frac{\partial P_\alpha}{\partial u_{\kappa\beta}}\bigg|_{\boldsymbol{\mathcal E}}=\frac{\partial F_{\kappa\beta}}{\partial\mathcal E_\alpha}\bigg|_{\mathbf u}. \tag{4}$$

For a neutral cell,

$$\sum_\kappa Z_{\kappa,\alpha\beta}=0 . \tag{5}$$

For cations displaced by $u$ along one axis while the anions are held, with stiffness $K$ at zero field and electronic susceptibility $\chi_\infty$,

$$F=-Ku+Z\mathcal E,\qquad \Omega P=Zu+\Omega\varepsilon_0\chi_\infty\mathcal E . \tag{7}$$

In a static field $u=Z\mathcal E/K$, and the static relative permittivity is

$$\varepsilon_s=1+\frac{P}{\varepsilon_0\mathcal E}=\varepsilon_\infty+\frac{Z^2}{\varepsilon_0\Omega K},\qquad \varepsilon_\infty=1+\chi_\infty . \tag{8}$$

At $D=0$ the charge seen in the polarisation is $Z/\varepsilon_\infty$, and the stiffness is

$$K_{\rm L}=K+\frac{Z^2}{\varepsilon_0\varepsilon_\infty\Omega}. \tag{10}$$

Long-wave longitudinal phonons have the stiffness $K_{\rm L}$, transverse ones $K$.

The computed results at the end also list the tensor (4) for the first cation of a small test cluster, and the residue of the sum (5) over its atoms. The cluster has cations at $(0,0,0)$ and $(0.23,0.20,0.05)$ nm and anions at $(0.21,0,0.02)$ and $(0.01,0.22,-0.04)$ nm, with one orbital each, core charges $2$ and $0$ in units of $e$, and four interacting electrons treated in mean field. The applied field is $(0.3,-0.2,0.5)$ V/nm.

## Both responses in a two-band chain

The symbols carried over are these. $\mathcal E$ is the macroscopic field, $u$ the displacement of the cation sublattice, $\Omega$ the cell volume, $P$ the polarisation and $F$ the force on one cation. The Born charge is $Z=\Omega\,\partial P/\partial u$ at fixed $\mathcal E$, equal to $\partial F/\partial\mathcal E$ at fixed $u$. With stiffness $K$ and electronic permittivity $\varepsilon_\infty=1+\chi_\infty$, the static permittivity is $\varepsilon_s=\varepsilon_\infty+Z^2/(\varepsilon_0\Omega K)$. At $D=0$ the charge is $Z/\varepsilon_\infty$ and the stiffness is $K_{\rm L}=K+Z^2/(\varepsilon_0\varepsilon_\infty\Omega)$.

A chain with two bands shows where such a charge comes from. Anions sit at $x=0$ and cations at $x=a/2+u$ in a cell of length $a$. Parallel chains, each occupying the area $A$, give $\Omega=aA$. The anion level is $-\Delta$ and the cation level $+\Delta$. The cation core has charge $+2e$, the anion core is neutral, and two electrons of opposite spin per cell fill the lower band. If both stayed on the anion, the ions would carry $\pm2e$. Neighbouring orbitals at distance $d$ are coupled by $-t(d)$ with $t=t_0\exp[-(d-a/2)/\lambda]$. The electrons interact through the macroscopic field alone.

A Bloch state has the amplitude $\psi_k=e^{ikx_j}C_j(k)$ on the site at $x_j$. Multiplication by $x$ gives

$$x\,e^{ikx}C=-i\partial_k\!\left(e^{ikx}C\right)+i\,e^{ikx}\partial_kC . \tag{11}$$

The Wannier function $w=(a/2\pi)\int\psi_k\,dk$ is localised, and the filled band of one spin holds one electron in each such function. When (11) is integrated over $k$, the first term vanishes because $\psi_k$ is periodic in $k$. In the overlap of the second term with $w$, the sum over all cells gives $(2\pi/a)\delta(k-k')$. The centre of the Wannier function is therefore

$$\bar x=\frac a{2\pi}\int_0^{2\pi/a}i\langle C|\partial_kC\rangle\,dk . \tag{12}$$

The dipole per cell is $p=2e(a/2+u)-2e\bar x$, and $Z=dp/du$.

Part of the change of $\bar x$ comes from electrons carried along on the cation. Let $C^0$ be the coefficients belonging to the undisplaced positions, so that the cation coefficient is $C_{\rm cat}=e^{-iku}C^0_{\rm cat}$ and the anion coefficient is unchanged. Then

$$i\langle C|\partial_kC\rangle=u|C^0_{\rm cat}|^2+i\langle C^0|\partial_kC^0\rangle . \tag{13}$$

The first term describes orbitals that move with their atom. The second changes because the bond to the right becomes shorter and stronger, $t=t_0e^{u/\lambda}$, while the bond to the left weakens to $t_0e^{-u/\lambda}$. In the order (cation, anion), the off-diagonal Bloch element is, to first order in $u$,

$$-t_0e^{u/\lambda}e^{ika/2}-t_0e^{-u/\lambda}e^{-ika/2}\simeq-2t_0\cos\frac{ka}2-\frac{2it_0u}{\lambda}\,s,\qquad s=\sin\frac{ka}2 .$$

With the Pauli matrices, whose combination $h_x\sigma_x+h_y\sigma_y$ has the off-diagonal element $h_x-ih_y$, the Hamiltonian is

$$H=-2t_0\cos\frac{ka}2\,\sigma_x+\frac{2t_0us}{\lambda}\,\sigma_y+\Delta\,\sigma_z . \tag{14}$$

At $u=0$ the energies are $\pm W$ with $W=\sqrt{\Delta^2+4t_0^2\cos^2(ka/2)}$. Define $\theta$ by $\cos\theta=\Delta/W$ and $\sin\theta=-2t_0\cos(ka/2)/W$. The lower and upper states are

$$|v\rangle=\begin{pmatrix}-\sin(\theta/2)\\ \cos(\theta/2)\end{pmatrix},\qquad |c\rangle=\begin{pmatrix}\cos(\theta/2)\\ \sin(\theta/2)\end{pmatrix}.$$

An electron is on the cation with probability $\sin^2(\theta/2)=\tfrac12(1-\Delta/W)$. Direct multiplication gives $\langle c|\sigma_x|v\rangle=\cos\theta$ and $\langle c|\sigma_y|v\rangle=-i$. From (14), $\partial_kH=at_0s\,\sigma_x$ and $\partial_uH=(2t_0s/\lambda)\sigma_y$. First-order perturbation theory, with energy difference $-2W$, then yields

$$\langle c|\partial_kv\rangle=-\frac{at_0s\,\Delta}{2W^2},\qquad \langle c|\partial_uv\rangle=\frac{i\,t_0s}{\lambda W}. \tag{15}$$

To differentiate the second term of (13), use

$$\partial_u\,i\langle v|\partial_kv\rangle=\partial_k\,i\langle v|\partial_uv\rangle-2\,{\rm Im}\langle\partial_uv|\partial_kv\rangle .$$

The total $k$-derivative integrates to zero over the period. In the last term the component along $|v\rangle$ is a product of two imaginary numbers, hence real, so the component along $|c\rangle$ alone contributes. By (15),

$$-2\,{\rm Im}\left[\langle c|\partial_uv\rangle^*\langle c|\partial_kv\rangle\right]=-2\,{\rm Im}\left[\frac{-it_0s}{\lambda W}\cdot\frac{-at_0s\Delta}{2W^2}\right]=-\frac{a\Delta t_0^2s^2}{\lambda W^3}.$$

The sign is negative: when the cation moves to the right, electrons flow to the left. Denote the average over $k$ by $\langle\cdots\rangle$. Then

$$\frac{d\bar x}{du}=\frac12\left(1-\left\langle\frac\Delta W\right\rangle\right)-\frac a\lambda\Delta t_0^2\left\langle\frac{s^2}{W^3}\right\rangle ,$$

and $Z=2e-2e\,d\bar x/du$ becomes

$$\frac Ze=1+\left\langle\frac\Delta W\right\rangle+\frac{2a}\lambda\,\Delta t_0^2\left\langle\frac{s^2}{W^3}\right\rangle . \tag{16}$$

The first two terms are the charge that travels with the cation, core minus resident electrons. The last is charge that flows through the bonds, and no assignment of static charges to atoms contains it.

The force gives the same expression by another route. In a field an electron has the potential energy $+e\mathcal Ex$. The field pulls on the core and on the electrons resident on the cation, which gives $e\mathcal E(1+\langle\Delta/W\rangle)$. It also mixes the bands. The first term of (11) is a derivative of valence states with respect to $k$, so it stays within the filled band. The matrix element between the bands is $X=i\langle c|\partial_kv\rangle$, and the valence state acquires the component $-e\mathcal EX/(2W)$ along $|c\rangle$. The bond force for two spins is $-2\langle\partial_uH\rangle$. Its first-order change at each $k$ is

$$-4\,{\rm Re}\left[\langle v|\partial_uH|c\rangle\left(-\frac{e\mathcal EX}{2W}\right)\right]=\frac{2e\mathcal E}W\,{\rm Re}\left[\frac{2it_0s}\lambda\cdot i\left(-\frac{at_0s\Delta}{2W^2}\right)\right]=\frac{2e\mathcal E\,a\Delta t_0^2s^2}{\lambda W^3}.$$

Averaged over $k$ and divided by $e\mathcal E$, this is the last term of (16). The field strengthens one bond of the cation and weakens the other, and the imbalance pulls the atom along the field. What appears in the polarisation as charge flowing through the bonds appears in the force as a difference of bond strengths.

The same mixing gives the electronic susceptibility. The mean position of an electron changes by $2\,{\rm Re}[X^*(-e\mathcal EX/2W)]=-e\mathcal E|X|^2/W$. Two electrons of charge $-e$ contribute the dipole $2e^2\mathcal E|X|^2/W$, and with $|X|^2=a^2t_0^2s^2\Delta^2/(4W^4)$

$$\chi_\infty=\frac{e^2\Delta^2a^2t_0^2}{\varepsilon_0\Omega}\left\langle\frac{s^2}{2W^5}\right\rangle . \tag{17}$$

For weak hopping, $\langle\Delta/W\rangle\simeq1-t_0^2/\Delta^2$ and $\langle s^2/W^3\rangle\simeq1/(2\Delta^3)$, so that

$$\frac Ze\simeq2+\left(\frac a\lambda-1\right)\frac{t_0^2}{\Delta^2}.$$

In this limit covalency lowers the static charge below $2e$, but it raises the Born charge above $2e$ if the hopping changes over a length shorter than $a$; for stronger hopping the threshold moves to longer $\lambda$. In the opposite limit $\Delta\to0$, the region near $k=\pi/a$ dominates. There $s\simeq1$ and $W^2\simeq\Delta^2+(at_0\,\delta k)^2$, with $\delta k=k-\pi/a$, so $\langle s^2/W^3\rangle\simeq1/(\pi t_0\Delta^2)$ and the last term of (16) grows as $2at_0/(\pi\lambda\Delta)$. The linear description then fails unless $2t_0|u|/\lambda\ll\Delta$, and at $\Delta=0$ the undisplaced chain is no longer an insulator.

Take round parameters in the rough regime of a hafnia-like gate oxide: $a=0.42$ nm, $A=0.08$ nm², hence $\Omega=0.0336$ nm³, $\Delta=3$ eV with a gap of 6 eV, $t_0=2$ eV and $\lambda=0.06$ nm. Equation (16) gives

$$\frac Ze=1.762+2.072=3.834 .$$

More than half of the charge flows through the bonds. Two numerical tests do not use (16). The periodic chain, with the centre (12) computed for cations displaced by $\pm0.1$ pm, gives $3.8345e$. A finite chain of 40 cells in fields of $\pm0.1$ MV/cm, with the force taken on a central cation, also gives $3.8345e$.

Set the total stiffness to $K=100$ N/m, the mode mass to 15 atomic mass units, and the field to 2 MV/cm, or 0.2 V/nm. The force on a cation is

$$F=3.834\times0.2=0.767\ {\rm eV/nm}=0.123\ {\rm nN},$$

and the displacement is $u=0.1229\ {\rm nN}/(100\ {\rm N/m})=1.23$ pm. The ionic polarisation follows from the other role of $Z$:

$$\frac{Zu}\Omega=\frac{3.834\,e\times1.229\times10^{-3}\ {\rm nm}}{0.0336\ {\rm nm^3}}=0.140\,\frac e{\rm nm^2}=2.25\ \mu{\rm C/cm^2}.$$

Equation (17) gives $\varepsilon_\infty=2.92$. The ionic term $Z^2/(\varepsilon_0\Omega K)$ is 12.69, so $\varepsilon_s=15.6$. Solving the force balance of the finite chain at 2 MV/cm without linearising the electronic response gives 1.2284 pm, against 1.2287 pm from $Z\mathcal E/K$.

At $D=0$ the charge should fall to $3.834e/2.925=1.311e$. A solution of the finite chain with cations displaced by 0.02 pm, in which the field is adjusted until $D$ returns to zero, gives $1.311e$. The stiffness rises to

$$K_{\rm L}=100\left(1+\frac{12.69}{2.925}\right)=534\ {\rm N/m}.$$

Since the frequency is $\sqrt{K/m}$, the transverse phonon at 41.7 meV has a longitudinal partner at $41.7\sqrt{5.34}=96.4$ meV.

Among the omissions examined, the one that changes $Z$ most is exchange between neighbouring sites. Estimate its strength as $e^2/(4\pi\varepsilon_0\varepsilon_\infty a/2)=2.34$ eV, taken as independent of the bond length, and keep the hopping at $u=0$ and its bare slope fixed. A self-consistent calculation then gives $Z=4.88e$, 27% above the value without exchange. With $K$ and $\Omega$ held fixed, the ionic permittivity would grow by the factor $(4.88/3.83)^2=1.62$, to about 21. Holding $K$ fixed is a choice, not a result. In this chain $K=100$ N/m is what remains of a short-range spring of about 460 N/m after an electronic softening of about 360 N/m, and exchange adds roughly another 100 N/m of softening. With the short-range spring unchanged the centred chain would be at the edge of instability. Exchange also raises $\varepsilon_\infty$ from 2.9 to about 3.8. The equality of the two responses is untouched, but the value of the charge is only as good as the treatment of the electrons.

The other effects examined within the oxide are smaller. At 360 K a single local oscillator with this mass and stiffness has an rms displacement of about 7.5 pm, six times the shift produced by the field; giving all cations a common displacement with this spread lowers the average $Z$ by 1.1%. At 2 MV/cm the force on an undisplaced cation departs from $Z\mathcal E$ by 0.0007%. The Maxwell stress $\varepsilon_0\varepsilon_s\mathcal E^2/2$, divided by a rough modulus of 200 GPa, gives a strain of $1.4\times10^{-5}$; electrostriction is not included in this estimate.

Interband tunnelling limits the life of the state in an infinite crystal. Inside the gap $k=\pi/a+i\eta$, and the band equation becomes $\epsilon^2=\Delta^2-4t_0^2\sinh^2(\eta a/2)$ for an energy $\epsilon$ measured from midgap. Along the field this energy changes by $e\mathcal E\,dx$, so the tunnelling probability is about $\exp[-2\int_{-\Delta}^{\Delta}\eta\,d\epsilon/(e\mathcal E)]$, with exponent $-158$. An electron crosses the Brillouin zone $e\mathcal Ea/h$ times per second, which makes the rate about $3\times10^{-56}$ s⁻¹. In the 5 nm film this path is closed altogether, since the potential drop of 1 V is less than the gap. Leakage from the electrodes or through defects is a separate matter and is not estimated here.

Real hafnia has a gap of roughly 6 eV, an electronic permittivity of roughly 4 and a static one of roughly 20. The model's 2.9 and 15.6 are therefore on the low side. Its nominal cation charge of $2e$ is half that of hafnium, and a real film has several polar modes and a tensor for each atom, so 3.8 is not a prediction for hafnium. The field of 2 MV/cm is half of a rough breakdown field of 4 MV/cm. A second layer in the gate stack breaks the assumption that the whole voltage falls across the polar oxide. For an interfacial layer 0.5 nm thick with permittivity about 4, continuity of $D$ at fixed total voltage reduces the oxide field by the factor $5/(5+0.5\times15.6/4)=0.72$. The static displacement and the driving force $Z\mathcal E$ in the relaxed film fall by the same factor, while $Z$ stays the same. Before the ions move, $\varepsilon_\infty$ replaces $\varepsilon_s$ and the factor is $5/(5+0.5\times2.92/4)=0.93$. The remaining digits are in the numerical output below.

## Computed results

```
lattice constant a = 0.42 nm
area per chain = 0.08 nm^2
cell volume = 0.0336 nm^3
level parameter delta = 3.0 eV
band gap = 6.00 eV
hopping t0 = 2.0 eV
hopping decay length = 0.06 nm
total stiffness K = 100 N/m
mode mass = 15 u
field = 2.0 MV/cm
film thickness = 5.0 nm
film voltage = 1.00 V
Born charge, Berry phase = 3.83450 e
Born charge, force in field = 3.83450 e
Born charge, closed form = 3.83450 e
  part carried with atom = 1.7621 e
  part flowing in bonds = 2.0723 e
polarisation quantum = 200.3 uC/cm2
electronic permittivity = 2.9248 (relative)
ionic permittivity part = 12.687 (relative)
static permittivity = 15.612 (relative)
force on cation = 0.7669 eV/nm
force on cation = 0.1229 nN
displacement, linear = 1.2287 pm
displacement, solved = 1.2284 pm
ionic polarisation = 2.247 uC/cm2
total polarisation, solved = 2.587 uC/cm2
charge at fixed D, solved = 1.3110 e
charge at fixed D, Z/eps_inf = 1.3110 e
longitudinal stiffness = 533.8 N/m
transverse phonon = 41.71 meV
longitudinal phonon = 96.35 meV
cluster Z tensor from dipole, rows = field axis (e):
    2.52069  -0.13844   0.10483
   -0.04491   2.36948  -0.13211
    0.18971  -0.15013   1.77744
cluster Z tensor from force, rows = field axis (e):
    2.52069  -0.13844   0.10483
   -0.04491   2.36948  -0.13211
    0.18971  -0.15013   1.77744
largest tensor mismatch = 7.8e-07 e
largest sum-rule residue = 2.2e-07 e
exchange strength = 2.344 eV
Born charge with exchange = 4.880 e
exchange change of Z = 27.3 %
temperature of use = 360 K
thermal rms displacement = 7.55 pm
thermal change of Z = -1.09 %
field nonlinearity of force = 0.0007 %
tunnelling exponent = 158.4
log10(tunnelling rate in 1/s) = -55.5
rough elastic modulus = 200 GPa
Maxwell-stress strain = 1.4e-05
rough breakdown field = 4 MV/cm
field / breakdown field = 0.50
```
